\section*{Why scattering affects Dyakonov–Perel and Elliott–Yafet spin lifetimes oppositely}

\section*{Question}

Electrons in a two-dimensional layer lose their spin polarization through spin-orbit coupling, by two routes. In the Dyakonov--Perel (DP) mechanism the spin precesses between collisions; in the Elliott--Yafet (EY) mechanism it is turned by the collisions themselves. Suppose impurities are added, so that the time $\tau$ between collisions falls while the wavevector $k$ stays fixed. Why do the two spin lifetimes respond in opposite ways, and how far does this contrast hold?

\section*{Answer}

\subsection*{The mechanism: two random walks}

In both mechanisms the spin direction makes a random walk. A step that turns a spin by a small angle $\delta$, about an axis perpendicular to it, reduces its projection on the original direction by the fraction $1-\cos\delta\approx\delta^2/2$. If successive steps are uncorrelated, these losses add, and the relaxation rate is the mean loss per step divided by the time per step, $\tau$.

In DP the step is the precession during one free flight. With precession frequency $\Omega$, $\delta\sim\Omega\tau$, so the rate scales as $(\Omega\tau)^2/\tau=\Omega^2\tau$. More collisions mean more steps, but each step shrinks, and its loss shrinks quadratically. This is motional narrowing. In EY the angle is set by the collision and does not depend on the waiting time before it, so the rate scales as $1/\tau$. Stronger scattering therefore lengthens the DP lifetime and shortens the EY lifetime, provided $\Omega\tau\ll1$. The kinetic equation supplies the factors and shows what happens beyond that condition.

\subsection*{The spin kinetic equation}

Let $\phi$ be the direction of $\mathbf k$. The Rashba coupling is
\begin{equation}
H_R=\alpha(\sigma_xk_y-\sigma_yk_x)=\frac{\hbar}{2}\boldsymbol\Omega\cdot\boldsymbol\sigma,\qquad
\boldsymbol\Omega=\Omega(\sin\phi,-\cos\phi,0),\qquad \Omega=\frac{2\alpha k}{\hbar}.
\end{equation}
I take $\hbar\Omega$ and $\hbar/\tau$ small against the Fermi energy, elastic and isotropic impurity scattering in the Born approximation, and no electron--electron collisions. Each energy shell then evolves separately.

The spin part of the density matrix is $\rho=\frac12\mathbf S\cdot\boldsymbol\sigma$. Since $[\boldsymbol\Omega\cdot\boldsymbol\sigma,\mathbf S\cdot\boldsymbol\sigma]=2i(\boldsymbol\Omega\times\mathbf S)\cdot\boldsymbol\sigma$, the equation $\dot\rho=-(i/\hbar)[H_R,\rho]$ gives $\dot{\mathbf S}=\boldsymbol\Omega\times\mathbf S$. Spin-conserving collisions drive $\mathbf S$ towards its angular average $\bar{\mathbf S}$:
\begin{equation}
\dot{\mathbf S}=\boldsymbol\Omega(\phi)\times\mathbf S-\frac{\mathbf S-\bar{\mathbf S}}{\tau}.
\end{equation}
The precession terms are, in components,
\begin{equation}
\dot S_x=-\Omega\cos\phi\,S_z,\quad
\dot S_y=-\Omega\sin\phi\,S_z,\quad
\dot S_z=\Omega(\cos\phi\,S_x+\sin\phi\,S_y).
\end{equation}

\subsection*{Out-of-plane spin}

Start with $S_z$ the same in all directions. Precession creates an in-plane part of the form $(S_x,S_y)=S_r(\cos\phi,\sin\phi)$. Its angular average is zero, so collisions destroy it at the rate $1/\tau$, while they leave the uniform $S_z$ alone:
\begin{equation}
\dot S_z=\Omega S_r,\qquad \dot S_r=-\Omega S_z-\frac{S_r}{\tau}.
\end{equation}
Differentiating the first equation and inserting the second gives a damped oscillator,
\begin{equation}
\ddot S_z+\frac{\dot S_z}{\tau}+\Omega^2S_z=0 .
\end{equation}
A solution $e^{-\gamma t}$ requires $\gamma^2-\gamma/\tau+\Omega^2=0$, whose slower root is
\begin{equation}
\gamma_z=\frac{1-\sqrt{1-4\Omega^2\tau^2}}{2\tau}\simeq\Omega^2\tau\qquad(\Omega\tau\ll1).
\end{equation}
Collisions damp $S_r$, the intermediary through which $S_z$ must decay. For anisotropic scattering, $S_r$ multiplies first harmonics of $\phi$, so $\tau$ here becomes the transport time $\tau_1$, with $1/\tau_1=\int W(\theta)(1-\cos\theta)\,d\theta$ and $W(\theta)$ the rate per unit scattering angle.

For $\Omega\tau>1/2$ the root is complex. The spin oscillates, and its envelope decays at $1/(2\tau)$: the lifetime is $2\tau$, which scattering now shortens. Measured by this envelope, the DP trend reverses at $\Omega\tau=1/2$. The first drop of $S_z$ is a different matter: for $\Omega\tau\gg1$ it is set by precession, not by collisions.

\subsection*{In-plane spin}

In the planar model derived below, EY acts only on in-plane spin, so the comparison needs the DP rate for that component. With $S_\pm=S_x\pm iS_y$, precession gives
\begin{equation}
\dot S_\pm=-\Omega e^{\pm i\phi}S_z,\qquad
\dot S_z=\frac{\Omega}{2}\left(e^{-i\phi}S_++e^{i\phi}S_-\right).
\end{equation}
The form $S_+=A$, $S_z=Be^{-i\phi}$, $S_-=Ce^{-2i\phi}$ closes. It is a complex solution of a real linear equation, so its real part is a physical solution, whose mean in-plane spin follows $A$. Collisions spare the uniform $A$ and damp $B$ and $C$ at the rate $g=1/\tau$:
\begin{equation}
\dot A=-\Omega B,\qquad \dot B=\frac{\Omega}{2}(A+C)-gB,\qquad \dot C=-\Omega B-gC .
\label{eq:abc}
\end{equation}
For a mode $e^{st}$ the outer equations give $A=-\Omega B/s$ and $C=-\Omega B/(s+g)$. The middle one becomes
\begin{equation}
s+g=-\frac{\Omega^2}{2}\,\frac{2s+g}{s(s+g)}
\quad\Longrightarrow\quad
s(s+g)^2+\Omega^2\left(s+\frac g2\right)=0 .
\end{equation}
Put $s=-\gamma$, $u=\gamma\tau$ and $x=\Omega\tau$:
\begin{equation}
x^2=\frac{u(1-u)^2}{\frac12-u}.
\label{eq:ux}
\end{equation}
A real root needs $0<u<\frac12$, where the right side rises steadily from zero to infinity, so there is one real root. The three values of $s$ sum to $-2g$; the other two modes therefore decay at $(2-u)/(2\tau)>3/(4\tau)$, and the real root is the slowest. For $x\ll1$ it is $u\simeq x^2/2$:
\begin{equation}
\gamma_{\rm DP}\simeq\tfrac12\Omega^2\tau .
\end{equation}
The factor $\frac12$ arises because an in-plane spin is, on average over $\phi$, half along the precession axis, and that part does not turn. For $x\gg1$, $u\to\frac12$ and the lifetime again tends to $2\tau$.

To find the turnover, keep $\Omega$ fixed and maximize
\begin{equation}
\frac{\gamma^2}{\Omega^2}=\frac{u^2}{x^2}=\frac{u(\frac12-u)}{(1-u)^2}.
\end{equation}
The derivative vanishes when $(\frac12-2u)(1-u)+2u(\frac12-u)=\frac12-\frac32u=0$, so $u=\frac13$. Then $\gamma=\Omega/(2\sqrt2)$, and Eq.~(\ref{eq:ux}) gives $\Omega\tau=2\sqrt2/3\approx0.94$.

\subsection*{The spin rotation in one collision}

An impurity potential that does not act on spin can still turn it, because the band states mix spin and orbital motion. Take an $s$-like conduction state $|S\rangle$ at energy zero and $p$-like valence states $|X_j\rangle$ at $-E_g$ (total angular momentum $3/2$) and $-E_g-\Delta$ (total angular momentum $1/2$), with coupling $\langle S|H|X_j\rangle=iPk_j$. To first order in $P$, with $|\mathbf k\cdot\mathbf X\rangle=\sum_jk_j|X_j\rangle$,
\begin{equation}
|\mathbf k,s\rangle=|S,s\rangle-iP\left[\frac{Q_{3/2}}{E_g}+\frac{Q_{1/2}}{E_g+\Delta}\right]|\mathbf k\cdot\mathbf X,s\rangle .
\end{equation}
The operator $\mathbf L\cdot\boldsymbol\sigma$ equals $1$ and $-2$ on the two valence groups, so the projectors are $Q_{3/2}=(2+\mathbf L\cdot\boldsymbol\sigma)/3$ and $Q_{1/2}=(1-\mathbf L\cdot\boldsymbol\sigma)/3$.

For a potential smooth on the scale of the unit cell and constant across the layer, the scattering amplitude is its Fourier component times the overlap of the two band states, with $\mathbf k$ and $\mathbf k'$ in the plane. From $\langle X_j|L_i|X_l\rangle=-i\epsilon_{ijl}$ follows $\langle\mathbf k'\cdot\mathbf X|\mathbf L\cdot\boldsymbol\sigma|\mathbf k\cdot\mathbf X\rangle=-i\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k)$. The spin-dependent part of the overlap is thus
\begin{equation}
-i\lambda\,\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k),\qquad
\lambda=\frac{P^2}{3}\left[\frac1{E_g^2}-\frac1{(E_g+\Delta)^2}\right].
\end{equation}
It vanishes without valence spin-orbit splitting, $\Delta=0$. The spin-independent corrections, from normalization and from $\mathbf k'\cdot\mathbf k$, change the scattering rate and its angular dependence by relative order $P^2k^2/E_g^2$ and are dropped; for the parameters used below they shift the in-plane DP rate by about 2\%, more than the $\eta$-dependent corrections to DP noted later. For scattering by the angle $\theta$, $\mathbf k'\times\mathbf k=-k^2\sin\theta\,\hat{\mathbf z}$, so the collision acts on spin as
\begin{equation}
U=1+i\eta\sin\theta\,\sigma_z,\qquad \eta=\lambda k^2 .
\end{equation}

A collision replaces $\rho$ by $U\rho U^\dagger$ in the new direction and removes $U^\dagger U\rho=(1+\eta^2\sin^2\theta)\rho$ from the old one. The lower-left element of $\rho$ is $S_+/2$, and $U\rho U^\dagger$ multiplies it by $(1-i\eta\sin\theta)^2$. The term linear in $\sin\theta$ averages to zero. For uniform in-plane spin, loss minus gain is therefore
\begin{equation}
\gamma_{\rm EY}=\frac1\tau\left\langle(1+\eta^2\sin^2\theta)-(1-\eta^2\sin^2\theta)\right\rangle
=\frac{2\eta^2}{\tau}\langle\sin^2\theta\rangle=\frac{\eta^2}{\tau}.
\end{equation}
The prefactor belongs to isotropic scattering. In general the rate is $2\eta^2\int W(\theta)\sin^2\theta\,d\theta$; for small-angle scattering $\sin^2\theta\approx2(1-\cos\theta)$ and it becomes $4\eta^2/\tau_1$. For $S_z$ gain and loss are equal, so in this planar model EY by itself leaves uniform out-of-plane spin untouched. When precession is also present, EY changes the damping of $S_r$, and with it the DP rate of $S_z$, by relative order $\eta$.

\subsection*{Both mechanisms together}

EY adds $-\eta^2A/\tau$ to the first of Eqs.~(\ref{eq:abc}). It changes the damping of $B$ and $C$ only by relative order $\eta^2$, because the linear term also averages to zero against $e^{\pm2i\theta}$ and is absent for $S_z$. For $\Omega\tau\ll1$ and $\eta\ll1$ the in-plane lifetime $T$ obeys
\begin{equation}
\frac1T=\frac{\Omega^2\tau}{2}+\frac{\eta^2}{\tau}.
\end{equation}
Setting the $\tau$-derivative $\Omega^2/2-\eta^2/\tau^2$ to zero gives the longest lifetime:
\begin{equation}
\tau_*=\frac{\sqrt2\,\eta}{\Omega},\qquad T_*=\frac1{\sqrt2\,\eta\,\Omega}.
\end{equation}
The two rates are equal there. Adding impurities lengthens $T$ while $\tau>\tau_*$ (within the narrowing regime) and shortens it once $\tau<\tau_*$.

\subsection*{Numbers}

Take round model parameters: $E_g=\Delta=0.5$ eV, $P=0.9$ eV\,nm, $k=0.1$ nm$^{-1}$, $\alpha=0.1$ meV\,nm. Then
\begin{align}
\hbar\Omega&=2(0.1)(0.1)=0.02\ \text{meV},\qquad \Omega=0.0304\ \text{ps}^{-1},\\
\lambda&=\frac{0.81}{3}(4-1)=0.81\ \text{nm}^2,\qquad \eta=0.81\times0.01=0.0081 .
\end{align}
Diagonalizing the eight-band Hamiltonian instead of using first-order states gives $\eta=0.0076$ at $\theta=90^\circ$. The leading-order EY rate, quadratic in $\eta$, is thus about 13\% above the one this value would give. The lifetimes below use $\eta=0.0081$ and the slowest eigenvalue of Eqs.~(\ref{eq:abc}), with the EY terms included where they apply.

\begin{center}
\begin{tabular}{rrrrr}
$\tau$ (ps) & $\Omega\tau$ & DP (ps) & EY (ps) & both (ps)\\
\hline
0.1 & 0.003 & 21700 & 1520 & 1420\\
1 & 0.03 & 2170 & 15200 & 1900\\
10 & 0.30 & 217 & 152000 & 217\\
100 & 3.04 & 206 & 1520000 & 206
\end{tabular}
\end{center}

The optimum is $\tau_*=1.414\times0.0081/0.0304=0.38$ ps, with $T_*=2900$ ps, or 2.9 ns. There $\hbar/\tau=1.7$ meV, well below the Fermi energy of 13.6 meV found from the eight-band Hamiltonian plus the free-electron kinetic energy. At $\tau=0.1$ ps, $\hbar/\tau=6.6$ meV is about half the Fermi energy, so the first row shows the trend rather than a reliable value.

These numbers illustrate the model, not a particular device. The weak $\alpha$ is chosen to bring the optimum within reach of the theory. With these bands, a perpendicular field of only 10 kV/cm already gives an $\alpha$ near 1 meV\,nm. For $\alpha=1$ meV\,nm, $\tau_*$ falls to 0.038 ps, where $\hbar/\tau=17$ meV exceeds the Fermi energy; within the theory's range DP then dominates. Zincblende semiconductors also have a Dresselhaus splitting, left out here, which adds to the precession field. Confinement is left out too. It raises the effective gap and lowers $\eta$, but impurities short-ranged enough to scatter isotropically are not constant across a real layer, and through the confined motion along $z$ they open a further EY channel. That channel still scales as $1/\tau$, but it relaxes $S_z$ as well: for point impurities spread through a hard-walled 10 nm well with these bands, the in-plane EY rate is roughly twice the planar value used here, and the $S_z$ rate is larger still. The use of a single $k$ also requires temperatures well below 160 K, the Fermi energy divided by Boltzmann's constant. Neglecting electron--electron collisions is more demanding. They also interrupt the precession, and their time, of order $\hbar E_F/(k_BT)^2$, is already about 10 ps at 10 K, so the last two rows of the table apply only at a few kelvin or below.

The last two DP entries lie on opposite sides of the turnover at $\tau=31$ ps, where the in-plane DP lifetime has its minimum of 93 ps; that they come out nearly equal is an accident of the chosen values of $\tau$. Using $2/(\Omega^2\tau)$ at 100 ps would give 22 ps instead of 206 ps. The value of 206 ps describes the late decay: at this $\tau$ the slowest mode carries only about half of the initial spin, roughly the part along the precession axis, while the rest oscillates and decays sooner.

\subsection*{Following single spins}

The random walk can also be simulated directly. Each of 20000 spins starts in the plane, with a random direction of motion. It precesses about $\boldsymbol\Omega(\phi)$ for an exponentially distributed flight time, then scatters into a random direction. For EY, $\Omega$ is set to zero in the precession, scattering angles carry the weight $1+\eta^2\sin^2\theta$, and each collision turns the spin about $z$ by $-2\arctan(\eta\sin\theta)$, the rotation contained in $U$. Here $\eta$ is enlarged to 0.1. The lifetime is $-t/\ln S$, where $S$ is the fraction of spin left at a time $t$ equal to the predicted lifetime. Times are in a common unit, which for DP is $1/\Omega$.

\begin{center}
\begin{tabular}{rrrrr}
$\tau$ & DP, simulated & $2/(\Omega^2\tau)$ & EY, simulated & $\tau/\eta^2$\\
\hline
0.20 & 10.1 & 10 & 19.4 & 20\\
0.10 & 19.8 & 20 & 10.1 & 10\\
0.05 & 40.1 & 40 & 5.0 & 5
\end{tabular}
\end{center}

Each halving of $\tau$ roughly doubles the DP lifetime and halves the EY lifetime. The largest deviation from the formulas, 3\% in the first EY entry, is sampling scatter to judge by its companions: all three EY runs last $100\tau$ and so repeat one statistical problem, and their mean remaining spin is 0.365, against $e^{-1}=0.368$.

In a clean layer the picture of small steps fails. For $\Omega\tau=2$, spins started along $z$ have a simulated mean $S_z=-0.43$ at $t=3/\Omega$: the polarization has reversed sign, as the oscillating solution predicts. This time is $1.5\tau$, so collisions have already reduced its size from the collision-free value $\cos 3=-0.99$.

The contrast also presumes that scattering is changed at fixed $k$. If $\tau$ is varied through the carrier density, $\Omega\propto k$ and $\eta\propto k^2$ change as well, and the lifetimes need not follow $1/\tau$ and $\tau$.
